\section*{Why higher beam energy sharpens forward electron-beam exposure but raises dose}

\section{Beam energy, forward spread and dose in thin resist}

A dose that just clears a thin resist film at 10000 eV underexposes the same film at 30000 eV. In the model film treated below, the unchanged dose deposits about 38\% of the required energy density, averaged over the thickness. The pattern fails although the beam in the film has become narrower. Both changes come from weaker interaction between fast electrons and the film, but through different processes. Weaker angular scattering narrows the beam. Weaker energy loss accounts for nearly all of the higher dose, and the straighter tracks add a small part.

The setting is a free-standing film of thickness $t$, with the beam at normal incidence and its energy $E$ nearly constant across the film. Substrate backscatter, source spot size, blur by secondary electrons and deflection in inelastic collisions are left out. The conclusions therefore concern forward exposure, not the complete exposure profile. Formulas are in atomic units and nonrelativistic, so $p=v$ and $v^2=2E$. The film has $n$ atoms per volume, each of nuclear charge $Z$.

\subsection{Why the beam narrows}

Let the screened atom act on the electron through $V(r)=-(Z/r)e^{-\mu r}$. For momentum transfer $q$, the Born amplitude is
\begin{equation}
f=-\frac{2}{q}\int_0^\infty rV\sin(qr)\,dr
=\frac{2Z}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr
=\frac{2Z}{q^2+\mu^2}.
\end{equation}
Elastic scattering through an angle $\theta$ has $q^2=2p^2w$ with $w=1-\cos\theta$. The quantity that controls the spread is the scattering power
\begin{equation}
T=n\int\sin^2\theta\,|f|^2\,d\Omega .
\end{equation}
Here $\sin^2\theta=w(2-w)$ and $d\Omega\to2\pi\,dw$. Put $y=q^2/\mu^2$ and $x=4p^2/\mu^2$, so that $w=2y/x$:
\begin{align}
T&=\frac{64\pi nZ^2}{\mu^4x^2}\int_0^x\frac{y-y^2/x}{(1+y)^2}\,dy\\
&=\frac{4\pi nZ^2}{p^4}\left[\ln(1+x)-\frac{x}{1+x}
-\frac1x\left(x-2\ln(1+x)+\frac{x}{1+x}\right)\right]\\
&=\frac{4\pi nZ^2}{p^4}\left[\left(1+\frac2x\right)\ln(1+x)-2\right].
\end{align}
The second line uses $\mu^4x^2=16p^4$, and the third uses $x/(1+x)+1/(1+x)=1$. At high energy, $T$ falls as $1/E^2$ apart from a slowly growing logarithm. Within this model it falls at every energy, because at fixed angle $|f|^2=4Z^2/(2p^2w+\mu^2)^2$ decreases with $p$. For $x\to0$ the bracket tends to $x^2/6$ and $T\to32\pi nZ^2/(3\mu^4)$, the value for isotropic scattering with $f=2Z/\mu^2$. This limit checks the factors; the Born approximation itself needs $Z/v\ll1$.

To turn $T$ into a width, follow the unit direction vector $\mathbf u$ along the path length $s$. A deflection $\theta$ with random azimuth changes the mean of $u_z^2$ to $\cos^2\theta\,u_z^2+\tfrac12\sin^2\theta\,u_\perp^2$. Since $u_\perp^2=1-u_z^2$, the mean change of $u_\perp^2$ is $\sin^2\theta\,(1-\tfrac32u_\perp^2)$. Summing over collisions gives
\begin{equation}
\frac{d\langle u_\perp^2\rangle}{ds}=T\left(1-\tfrac32\langle u_\perp^2\rangle\right),
\qquad \langle u_\perp^2\rangle=\tfrac23\left(1-e^{-3Ts/2}\right)\simeq Ts .
\end{equation}
Each deflection also multiplies the mean direction by $\cos\theta$. For $s_2>s_1$ this gives
\begin{equation}
\langle\mathbf u_\perp(s_1)\cdot\mathbf u_\perp(s_2)\rangle
=e^{-\kappa(s_2-s_1)}\langle u_\perp^2(s_1)\rangle,\qquad
\kappa=n\int(1-\cos\theta)|f|^2d\Omega .
\end{equation}
For weak scattering, $Tt\ll1$ and $\kappa t\ll1$, the exponential is close to one. The displacement $\mathbf r_\perp=\int_0^t\mathbf u_\perp ds$ then has
\begin{equation}
\langle r_\perp^2\rangle=2\int_0^t ds_1\int_{s_1}^t ds_2\,Ts_1
=2T\int_0^t s_1(t-s_1)\,ds_1=\frac{Tt^3}{3}.
\label{eq:spread}
\end{equation}
The rms spread thus varies roughly as $t^{3/2}/E$. Both neglected exponentials reduce the spread, so the formula errs on the high side of the elastic model. Inelastic deflections, left out here, would widen the beam. The $Z$ electrons of an atom scatter separately with unit charge, against a factor $Z^2$ for the nucleus, so they add to $T$ a share of order $1/Z$.

Equation~\eqref{eq:spread} refers to a fixed path length. At a fixed plane, rare tracks nearly parallel to the film travel very far sideways and spoil the second moment. For the film treated below, the rms radius at the lower face is about twice the value of Eq.~\eqref{eq:spread} and is set by a few such tracks. The median radius at the lower face is a sounder measure there.

\subsection{Why each electron deposits less}

Consider first energy transfers below a limit $W_c$, with $I\ll W_c\ll E$, where $I$ is the mean excitation energy. Exciting an atom to state $k$, at energy $W_k$ above the ground state, has the Born cross section
\begin{equation}
d\sigma_k=\frac{8\pi}{v^2}\,|F_k(q)|^2\,\frac{dq}{q^3},\qquad
F_k=\langle k|A|0\rangle,\quad A=\sum_j e^{iqz_j}.
\end{equation}
It follows from the amplitude $2F_k/q^2$, the flux factor $p'/p$ and $d\Omega=2\pi q\,dq/(pp')$, where $p'$ is the final momentum. The energy-weighted strength obeys a sum rule. With $[H,A]=\sum_je^{iqz_j}(qp_{z,j}+q^2/2)$ and symmetry under $q\to-q$,
\begin{equation}
\sum_kW_k|F_k|^2=\tfrac12\langle[A^\dagger,[H,A]]\rangle=\frac{Zq^2}{2}.
\end{equation}

At small $q$ the strength is dipolar, $W_k|F_k|^2=g_kq^2/2$ with $\sum_kg_k=Z$. The smallest possible transfer is $q=p-p'\simeq W_k/v$. At large $q$ the strength gathers near $W=q^2/2$, so the limit $W_c$ acts as $q<\sqrt{2W_c}$. Joining the two regions at an intermediate $q_0$ and defining $Z\ln I=\sum_kg_k\ln W_k$ gives the loss per path
\begin{align}
S_<&=\frac{4\pi n}{v^2}\left[\sum_kg_k\ln\frac{q_0v}{W_k}+Z\ln\frac{\sqrt{2W_c}}{q_0}\right]\\
&=\frac{2\pi nZ}{v^2}\ln\frac{2v^2W_c}{I^2}.
\label{eq:low}
\end{align}

Above $W_c$ the struck electron is effectively free. In the relative motion of two electrons the reduced mass is $1/2$ and the momentum is $v/2$. The direct and exchange amplitudes have magnitudes $1/(2W)$ and $1/[2(E-W)]$, and $d\Omega=8\pi\,dW/v^2$. The spin average, one quarter singlet and three quarters triplet, leaves the two squares minus the product:
\begin{equation}
\frac{d\sigma}{dW}=\frac{2\pi}{v^2}\left[\frac1{W^2}+\frac1{(E-W)^2}-\frac1{W(E-W)}\right].
\end{equation}
The slower outgoing electron is counted as the secondary, so $W\le E/2$. Multiply by $W$ and integrate. The last two terms may start from zero, with an error of order $W_c/E$ in the bracket:
\begin{align}
S_>&=\frac{2\pi nZ}{v^2}\left[\ln\frac{E}{2W_c}+(1-\ln2)-\ln2\right],\\
S=S_<+S_>&=\frac{2\pi nZ}{v^2}\ln\left(\frac{4EW_c}{I^2}\,\frac{E}{2W_c}\,\frac e4\right)
=\frac{2\pi nZ}{E}\ln\left(\sqrt{\frac e2}\,\frac EI\right).
\label{eq:stop}
\end{align}
The arbitrary limit $W_c$ has cancelled. Differentiation gives $dS/dE\propto[1-\ln(\sqrt{e/2}\,E/I)]/E^2$, which is negative for $E>eI/\sqrt{e/2}\simeq2.33\,I$. The turning point belongs to the formula and need not be the film's true maximum, since the derivation requires $E\gg I$. Both beam energies used below lie far above it. A faster electron spends less time near each atom, which gives the factor $1/v^2$; the logarithm only partly offsets this.

\subsection{From energy loss to dose}

Let a broad, uniform exposure deliver $N$ electrons per area, and let their mean track length in the film be $gt$. If lost energy is deposited locally, the mean energy density is $NSgt/t=NSg$. Reaching a critical density $\varepsilon_c$ requires
\begin{equation}
N_c=\frac{\varepsilon_c}{Sg},\qquad
\ln\frac{N_c(E_2)}{N_c(E_1)}=\ln\frac{S(E_1)}{S(E_2)}+\ln\frac{g(E_1)}{g(E_2)} .
\label{eq:dose}
\end{equation}
The first term is the effect of energy loss. The second is the effect of angular scattering, which tilts tracks and lengthens them.

\subsection{How large the effects are}

Take a model film with $Z=6$, 0.1 atoms/\AA$^3$, $I=80$ eV, $\mu=Z^{1/3}$ in atomic units, $t=1000$ \AA\ and $\varepsilon_c=0.01$ eV/\AA$^3$. These are round parameters, not those of a named resist. For carbon atoms they mean a mass density of about 2 g/cm$^3$, well above that of a typical polymer resist. At the same thickness and $\varepsilon_c$, such a resist would need higher doses and show smaller forward spreads than the values below.

For the forward spread, Eq.~\eqref{eq:spread} gives
\begin{align}
10000\ \text{eV}:&\quad\sqrt{1.128\times10^{-4}\times1000^3/3}\simeq194\ \text{\AA},\\
30000\ \text{eV}:&\quad\sqrt{1.536\times10^{-5}\times1000^3/3}\simeq72\ \text{\AA}.
\end{align}
Simulated transport at the same path length gives 188 and 71 \AA. The law is about 3\% high at the lower energy, in the direction expected from the neglected exponentials.

The simulated median exit radius falls from 106 to 22 \AA, a stronger reduction than that of the rms spread. The mean number of elastic collisions, counted over a path $t$, drops from 5.21 to 1.74. The probability of crossing without any is therefore $e^{-5.21}\simeq0.5\%$ at the lower energy and $e^{-1.74}\simeq18\%$ at the higher. Undeflected electrons leave at zero radius, so a larger share of them lowers the median. How much of the median's fall this accounts for was not computed; the remaining electrons are also deflected less often and through smaller angles. With so few collisions the profile is not fixed by its rms width alone.

For the dose, the energy loss is 0.389 eV/\AA\ at 10000 eV and 0.158 eV/\AA\ at 30000 eV, with simulated track factors 1.067 and 1.008:
\begin{align}
N_c(10000\ \text{eV})&=\frac{0.01}{0.3894\times1.0674}\simeq0.0241\ \text{\AA}^{-2},\\
N_c(30000\ \text{eV})&=\frac{0.01}{0.1584\times1.0084}\simeq0.0626\ \text{\AA}^{-2}.
\end{align}
These doses are 38.5 and 100 microcoulomb/cm$^2$, a ratio of 2.60. In Eq.~\eqref{eq:dose} the loss term is 0.899 and the track-length term 0.057. Energy loss thus carries about 94\% of the logarithmic change in dose. The ratio refers to the density averaged over thickness at constant $E$. It is about 2.5 in the top tenth of the film and 2.65 in the bottom tenth, and slowing along the tracks raises the average to about 2.65. Only two digits carry over to a clearing dose.

Two assumptions deserve a size. First, energetic secondaries may carry energy away from where it was lost. Counting only transfers below 840 eV, Eq.~\eqref{eq:low} gives a loss ratio of 0.376 instead of 0.407. The trend survives and is slightly stronger. Second, relativistic kinematics replaces $2E$ by the true $v^2$ in the prefactor of $S$, and $p^4$ by $(pv)^2$ in that of $T$. At 30000 eV this raises $S$ by about 9\% and $T$ by about 6\%. With these prefactors at both energies, the dose ratio becomes about 2.5 and the rms ratio moves from 0.37 to 0.38. Relativistic changes inside the logarithms are not included.

Equation~\eqref{eq:stop} was also tested against explicit excitation sums for a harmonically bound electron, completed by the integrated close-collision loss. With the limit $W_c$ at 840 eV, the two agree within 1\% at both energies. The agreement depends somewhat on this choice, because the formula drops terms of order $I/W_c$ and $W_c/E$.

\subsection{What to do about it}

When the beam energy changes, rescale the dose by the inverse ratio of $Sg$, then refine it with a dose series. For a thin film $g$ is close to one, and Eq.~\eqref{eq:stop} gives the starting estimate
\begin{equation}
\frac{N_c(E_2)}{N_c(E_1)}\simeq\frac{E_2}{E_1}\,
\frac{\ln(\sqrt{e/2}\,E_1/I)}{\ln(\sqrt{e/2}\,E_2/I)} .
\end{equation}
Here this estimate is 2.46, about 5\% below the model's 2.60 because it omits $g$. Scaling the dose in proportion to energy would give a factor of 3, about 15\% above the nonrelativistic 2.60 and about 20\% above the value with relativistic prefactors. At fixed beam current, the exposure time per area grows by the same factor as the dose.

If the process tolerates thinner resist, compare that option before raising the energy. At 10000 eV, halving the path to 500 \AA\ reduces the rms spread from 194 to 69 \AA, close to the 72 \AA\ obtained at 30000 eV in the full thickness. The critical dose in Eq.~\eqref{eq:dose} depends on thickness only through $g$, so thinning avoids most of the dose penalty. This comparison rests on the rms spread at fixed path length. On the median exit radius the thinner film recovers most of the gain but not all of it: about 29 \AA, against 106 \AA\ for the full film at 10000 eV and 22 \AA\ at 30000 eV.

The estimates lose their basis when the film takes a substantial part of the beam energy. Here the fractions are 4\% and 0.5\%. In a thick film $S$ changes along the track, and a slow beam may not reach the bottom. On a substrate, backscattered electrons add their own dose and their own, wider blur, so a narrower forward beam does not by itself guarantee a sharper total exposure.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge: 6; atom density: 0.1 per A^3
mean excitation energy: 80 eV
screening length 1/mu: 0.2912 A
film thickness: 1000 A
critical energy density: 0.01 eV/A^3
energy of maximum loss / I: 2.332 (formula 2.332)
--- beam energy 10000 eV
Born parameter Z/v: 0.221
mean elastic collisions in thickness t: 5.21
scattering power T: 1.128e-04 rad^2/A
rms spread sqrt(T t^3/3): 193.9 A
median exit radius (simulated): 105.8 A
fraction leaving backward: 0.0078
energy loss S: 0.3894 eV/A
loss in transfers below 840 eV: 0.3348 eV/A
track-length factor g (simulated): 1.0674
fraction of beam energy lost in film: 0.0416
dose: 0.02406 electrons/A^2 = 38.5 microcoulomb/cm^2
relativistic kinematic factor on S: 1.029, on T: 1.019
--- beam energy 30000 eV
Born parameter Z/v: 0.128
mean elastic collisions in thickness t: 1.74
scattering power T: 1.536e-05 rad^2/A
rms spread sqrt(T t^3/3): 71.6 A
median exit radius (simulated): 21.9 A
fraction leaving backward: 0.0007
energy loss S: 0.1584 eV/A
loss in transfers below 840 eV: 0.1259 eV/A
track-length factor g (simulated): 1.0084
fraction of beam energy lost in film: 0.0053
dose: 0.06259 electrons/A^2 = 100.3 microcoulomb/cm^2
relativistic kinematic factor on S: 1.089, on T: 1.058
--- comparison, high energy over low energy
T ratio: 0.1363
rms spread ratio: 0.3691
median exit radius ratio: 0.2065
S ratio: 0.4068
restricted loss ratio: 0.3761
dose ratio: 2.602
log dose ratio: loss part 0.8993, track-length part 0.0568
dose ratio with kinematic factors: 2.460
rms ratio with kinematic factors: 0.3760
--- checks
rms at 10000 eV, path 1000 A: law 193.9 A, simulated 188.2 A
rms at 30000 eV, path 1000 A: law 71.6 A, simulated 71.3 A
rms at 10000 eV, path 500 A: law 68.5 A, simulated 67.6 A
oscillator loss sum / formula at 10000 eV: 0.9974
oscillator loss sum / formula at 30000 eV: 0.9938
\end{verbatim}
